# Why the erase threshold of a charge-trap memory cell saturates

**Question.** A charge-trap cell is erased by holding its gate at a negative voltage. Electrons leave the trap layer, holes enter it from the channel, and the threshold voltage falls. Why does the threshold stop at a definite level while the erase voltage is still applied?

## The mechanism

From channel to gate, the cell consists of a tunnel oxide, a nitride layer containing traps, a blocking oxide and the gate electrode. During erase the gate is negative relative to the channel, so the electric field points from channel to gate. The model keeps three charge flows:

- Holes tunnel from the channel into the nitride and are trapped.
- Trapped electrons tunnel out to the channel.
- Electrons tunnel from the gate through the blocking oxide into the nitride.

The first two make the trapped charge more positive, and the third makes it more negative. Their rates are set by fields that the trapped charge itself changes. Positive charge in the nitride opposes the field on its channel side and adds to the field on its gate side. Removing trapped electrons changes both fields in the same directions. Each step of erase therefore weakens the channel-side currents and strengthens the gate current, until they are equal.

Gate injection is not the sole limit. Without it the threshold would still not fall indefinitely: the weakening tunnel field would slow the descent, and the fall would have a lower bound. Gate injection replaces this slow creep by a steady state. Any other loss that grows with the blocking field, such as trapped holes tunnelling out to the gate, would do the same; that flow is left out of the model and estimated at the end.

## From trapped charge to fields

The algebra uses atomic units, with \(e=\hbar=m_e=4\pi\varepsilon_0=1\). Let \(\sigma\) be the net trapped charge per area, positive for holes, placed in a sheet at fixed depth. Fields \(F\) are positive from channel to gate, and \(D=\kappa F\), where \(\kappa\) is the relative permittivity. Subscripts \(t\) and \(b\) denote the tunnel and blocking sides of the sheet. Gauss's law gives

\[
D_b-D_t=g,\qquad g=4\pi\sigma .
\]

Let \(S_1\) be the sum of thickness divided by \(\kappa\) from the channel to the sheet, \(S_2\) the same sum from the sheet to the gate, and \(S=S_1+S_2\). The voltage across the stack is

\[
V=D_tS_1+D_bS_2=D_tS+gS_2 .
\]

Solving for \(D_t\), and then adding \(g\) to obtain \(D_b\), gives

\[
D_t=\frac{V-gS_2}{S},\qquad D_b=\frac{V+gS_1}{S}.
\]

At fixed \(V\), raising \(g\) lowers the tunnel field and raises the blocking field.

The threshold is read by finding the gate voltage that produces a fixed field at the channel. Keeping \(D_t\) fixed when charge is added requires \(V\) to rise by \(gS_2\). Since \(V\) increases when the gate becomes more negative, the threshold shift from the neutral cell is

\[
\Delta V_T=-gS_2,\qquad\text{so that}\qquad D_t=\frac{V+\Delta V_T}{S}.
\]

The tunnel field vanishes at \(\Delta V_T=-V\). Erase is driven by a positive tunnel field, so it cannot carry the threshold past this value, whatever the gate does.

The stack voltage includes the work functions of gate and body, \(W_G\) and \(W_B\). The insulator field of a neutral cell vanishes at \(V_G=W_G-W_B\), hence

\[
V=-V_G+W_G-W_B .
\]

Band bending in the channel is neglected here; its effect is estimated below.

## From fields to currents

In the semiclassical approximation a carrier crosses a barrier with probability \(e^{-A}\), where \(A\) is twice the integral of its decay constant. For a segment of length \(L\), initial height \(b\), field \(F\) and tunnelling mass \(m\),

\[
A=2\int_0^L\!\sqrt{2m(b-Fx)_+}\,dx
=\frac{4\sqrt{2m}}{3F}\left[b_+^{3/2}-(b-FL)_+^{3/2}\right],
\]

where \(y_+\) means \(y\) if positive and zero otherwise. A larger field lowers the integrand wherever the barrier is present, so \(A\) falls with field.

To obtain the current, treat the emitter as a metal at zero temperature with unit carrier mass. States whose energy of motion normal to the interface lies \(\varepsilon\) below the Fermi level can have transverse energy up to \(\varepsilon\). They fill a disk of area \(2\pi\varepsilon\) in transverse momentum. With two spin states and \(k_x\,dk_x\) equal in magnitude to \(d\varepsilon\),

\[
J=\frac{2}{(2\pi)^3}\int 2\pi\varepsilon\,e^{-A}\,d\varepsilon
=\frac{1}{2\pi^2}\int_0^\infty \varepsilon\,e^{-A(\phi+\varepsilon)}\,d\varepsilon ,
\]

where \(\phi\) is the barrier at the Fermi level. The upper limit may be infinite because states more than about 1 eV deep contribute little here. For channel holes the metal is only a rough stand-in: the hole sea in accumulated silicon is just a few tenths of an eV deep or less, so the integral can overestimate the hole supply by roughly ten times. The electron sea at an n+ polysilicon gate is shallow too, and its supply can be overestimated by a factor of two or three.

If the carrier leaves the barrier inside the oxide, \(A=4\sqrt{2m}\,\phi^{3/2}/(3F)\). Expanding to first order gives \(A(\phi+\varepsilon)\approx A(\phi)+c\varepsilon\), with \(c=2\sqrt{2m\phi}/F\). Since \(\int_0^\infty\varepsilon e^{-c\varepsilon}d\varepsilon=1/c^2=F^2/(8m\phi)\),

\[
J\approx\frac{F^2}{16\pi^2m\phi}\exp\!\left[-\frac{4\sqrt{2m}\,\phi^{3/2}}{3F}\right].
\]

This Fowler–Nordheim form shows why barrier height matters so much: it enters the exponent as \(\phi^{3/2}\). The numbers below use the full integral.

The hole current \(J_h\) uses the same integral, with the action summed over the tunnel oxide and any nitride barrier that remains behind it. Holes are assumed to reach the nitride valence band before the charge sheet. A trapped electron tunnels through the nitride and tunnel oxide at a rate \(\nu e^{-A_{\rm trap}}\), where \(\nu\) is an attempt rate. If opposite trapped charges annihilate quickly, the number of trapped electrons per area is \((-\sigma)_+\), and the removal current is

\[
J_r=(-\sigma)_+\,\nu e^{-A_{\rm trap}(D_t)} .
\]

## Why there is one final state

If every injected carrier is captured, charge conservation reads

\[
\frac{d\sigma}{dt}=J_h(D_t)+J_r(D_t,\sigma)-J_g(D_b).
\]

As \(\sigma\) rises, \(D_t\) falls and \(J_h\) decreases. \(J_r\) also decreases until no trapped electrons remain, and is then zero. Meanwhile \(D_b\) rises and \(J_g\) increases. The right side is thus a strictly decreasing function of \(\sigma\).

It also changes sign. Where the tunnel field approaches zero, hole injection vanishes and gate injection dominates. Where the blocking field approaches zero, the gate current is exponentially small and the channel side dominates. There is therefore one balance charge \(\sigma^*\). Below it \(\sigma\) rises, and above it \(\sigma\) falls, so every starting state in this range approaches

\[
J_h+J_r=J_g .
\]

Charge still flows through the cell at balance. What has stopped is the change in stored charge.

With gate injection removed, the behaviour differs. Over a limited range, write \(J_h+J_r\approx J_0e^{-\lambda(g-g_0)}\) with \(\lambda>0\). Then \(dg/dt=4\pi J_0e^{-\lambda(g-g_0)}\), and separating variables from \(g=g_0\) at \(t=0\) gives

\[
g=g_0+\frac1\lambda\ln(1+4\pi J_0\lambda t).
\]

The threshold keeps moving, but roughly by equal steps per decade of time. Because \(\lambda\) itself varies with field, this law is local.

## Approach to balance and the effect of erase voltage

Let \(J_c=J_h+J_r\), and define three logarithmic slopes at balance:

\[
s_t=\frac{\partial\ln J_c}{\partial D_t},\qquad
u=-\frac{\partial\ln J_c}{\partial g},\qquad
s_b=\frac{d\ln J_g}{dD_b}.
\]

The derivative in \(s_t\) is taken at fixed \(g\), and that in \(u\) at fixed \(D_t\). Since \(J_r\) is proportional to \(|g|\) when electrons remain, \(u=(J_r/J_c)/|g|\); for positive charge \(u=0\).

A small deviation \(\delta g\) at fixed \(V\) changes \(D_t\) by \(-S_2\delta g/S\) and \(D_b\) by \(S_1\delta g/S\). With \(J^*\) the common current at balance,

\[
\frac{d\,\delta\sigma}{dt}
=-J^*\,\frac{s_tS_2+s_bS_1+uS}{S}\,\delta g .
\]

Using \(\delta g=4\pi\delta\sigma\), the relaxation time \(\tau\) obeys

\[
\frac1\tau=4\pi J^*\,\frac{s_tS_2+s_bS_1+uS}{S}.
\]

Now change \(V\) and follow the balance. Differentiating \(\ln J_c=\ln J_g\) gives

\[
s_t\frac{dV-S_2dg}{S}-u\,dg=s_b\frac{dV+S_1dg}{S}.
\]

Collecting terms and using \(\Delta V_T=-gS_2\),

\[
\frac{d\Delta V_T}{dV}=-S_2\,\frac{s_t-s_b}{s_tS_2+s_bS_1+uS}.
\]

The denominator is positive. A stronger erase voltage therefore lowers the final threshold if the channel-side current is the more field-sensitive one. If the gate current is more sensitive, a stronger erase voltage raises it.

## Numbers for two gates

Take 2.5 nm of tunnel oxide, 6 nm of nitride and 8 nm of blocking oxide, with \(\kappa=3.9\) for oxide and 7.5 for nitride. The charge sheet lies in the middle of the nitride. The gate is held at −14 V, and the cell starts with \(\Delta V_T=+3\) V.

Two gates are compared: n+ polysilicon, with a work function of 4.05 eV, and iridium, with 5.30 eV. Subtracting an oxide electron affinity of 0.90 eV leaves gate barriers of 3.15 and 4.40 eV. At equal blocking field the Fowler–Nordheim exponent for iridium is larger in magnitude by a factor \((4.40/3.15)^{3/2}=1.65\).

For polysilicon and a body work function of 5.00 eV, the stack voltage is \(14+4.05-5.00=13.05\) V. The stack is electrically equivalent to \(2.5+6(3.9/7.5)+8=13.62\) nm of oxide. The computed balance lies at \(\Delta V_T=+0.735\) V, with \(\sigma=-0.265\) µC/cm². The tunnel field is then

\[
F_t=\frac{13.05+0.735}{13.62}\ \text{V/nm}=10.12\ \text{MV/cm}.
\]

In ordinary units the field step is \(\sigma/(\varepsilon_0\kappa)=-0.77\) MV/cm, so \(F_b=9.35\) MV/cm. Each trapped electron leaves at a rate of 693 per second, which gives \(J_r=0.265\times10^{-6}\times693=1.84\times10^{-4}\) A/cm². The current balance is

\[
(1.32+1.84)\times10^{-4}=3.16\times10^{-4}\ \text{A/cm}^2,
\]

with holes and electron removal on the left and gate electrons on the right. Both channel-side processes matter, and the cell stops before all its excess electrons are gone.

For iridium the stack voltage is 14.30 V. The balance lies at −5.65 V with \(\sigma=+2.04\) µC/cm². The tunnel field has fallen to 6.35 MV/cm, while the blocking field has risen to 12.26 MV/cm. No excess electrons remain in this model, and hole injection alone matches the gate current, at \(4.1\times10^{-7}\) A/cm².

The comparison fixes the gate voltage, so iridium also receives 1.25 V more across the stack. Its final shift changes only from −5.13 to −5.65 V between gate voltages of −12 and −14 V. The extra stack voltage thus accounts for little of the 6.4 V difference; the higher barrier accounts for most of it. Each shift is measured from the neutral threshold of its own gate.

The causal role of the gate can be tested by switching its injection off in the polysilicon cell:

| Time | Shift with gate injection | Shift without it |
|---|---:|---:|
| 10 µs | 2.26 V | 2.26 V |
| 1 ms | 0.77 V | 0.42 V |
| 0.1 s | 0.74 V | −3.66 V |
| 1 s | 0.74 V | −4.77 V |
| 10 s | 0.74 V | −5.50 V |

At first the gate hardly matters. Later it fixes the threshold, while the cell without gate injection creeps down by 1.1 V and then 0.7 V per decade, still far above its bound of −13.05 V.

The relaxation times follow from the slopes. For polysilicon, measured against oxide field, the channel and gate slopes are 1.88 and 3.04 cm/MV. The removal term is \((1.84/3.16)/0.77=0.76\) cm/MV. With \(S_1/S=0.298\) and \(S_2/S=0.702\), the weighted sum is

\[
0.702(1.88)+0.298(3.04)+0.76=2.98\ \text{cm/MV}.
\]

Multiplying by \(J^*/(\varepsilon_0\kappa)\) gives \(1/\tau\), hence \(\tau=0.37\) ms. For iridium the much smaller current gives 0.24 s.

The voltage response of the polysilicon cell is \(-0.702(1.88-3.04)/2.98=+0.27\) V per volt of extra erase voltage. Between −12 and −14 V, stronger erase leaves a higher threshold: the final shift is −0.77 V at −12 V but +0.74 V at −14 V. The average change is larger than the local slope, so the response is not linear. In this model the rise stops near −15 V.

For iridium the slopes are 3.76 and 2.88 cm/MV, and the response is −0.18 V per volt. Part of the reason is the weaker tunnel field. Holes leaving the oxide still face \(1.80-0.635\times2.5=0.21\) eV of nitride barrier, which shrinks as the field grows. For holes at the Fermi level, the action formula gives this remnant about 2.5 cm/MV of the channel slope. In the polysilicon cell the oxide drop exceeds 1.80 eV and the remnant is absent.

## How far the numbers can be trusted

The layers, barriers and trap parameters are rough values for silicon-oxide-nitride cells, and a tunnel oxide of a few nanometres belongs to that family. The fields are high. Against a rough breakdown scale of 10 MV/cm, the final blocking field is 0.94 of that scale for polysilicon and 1.23 for iridium. The starting tunnel fields, 11.8 and 12.7 MV/cm, exceed it too, and the final tunnel field for polysilicon, 10.1 MV/cm, is still slightly above it. The iridium level of −5.65 V is therefore a model balance that a real cell may not reach without damage. The effective work function of iridium on oxide can also differ from the value used; at 4.70 eV the model balance would lie at −3.2 V.

Several assumptions move the final shift appreciably. The changes below are for polysilicon and iridium in that order:

- Image-force lowering of the gate barrier raises it by 0.76 and 0.67 V.
- Image-force lowering of the hole barrier lowers it by about 0.6 and 0.45 V.
- An electron trap depth of 1.5 or 1.9 eV instead of 1.7 eV changes the polysilicon shift by −0.6 or +0.5 V.
- A tenfold larger hole supply lowers it by 1.00 and 0.58 V.
- A hole sea only 0.1 eV deep raises it by 0.12 and 0.24 V.
- An electron sea only 0.1 eV deep in the polysilicon gate lowers the polysilicon shift by 0.35 V; the iridium cell is unaffected.
- Capturing half of the gate electrons lowers it by 0.23 and 0.19 V.
- Moving the charge sheet 1 nm towards the gate changes it by −0.49 and +0.26 V.

Thermal spread of the carrier supply at 300 K changes it by less than 0.1 V. The accumulated holes in the channel are degenerate, and a band bending of roughly 0.3 to 0.5 V lowers the polysilicon shift by about 0.1 to 0.2 V and raises the iridium shift by up to about 0.1 V. At 300 K and a trap depth of 1.7 eV, thermal emission from the traps is estimated at 0.12 per second for polysilicon, negligible beside tunnelling at 693 per second. For traps 1.3 eV deep the two rates would be comparable.

The tunnelling masses matter as well: reducing the oxide hole mass from 0.40 to 0.32 lowers the shifts by 1.70 and 0.83 V, and raising the oxide electron mass from 0.42 to 0.50 lowers them by 1.1 and 0.8 V. Since such changes can combine, the final levels are uncertain by at least one to two volts. The sign of the polysilicon shift is not secure. The 6.4 V separation between the gates is larger than any one of these changes, though an iridium work function of 4.70 eV would reduce it to 3.9 V. The model also omits trapped holes tunnelling out to the gate, which matters once the net charge is positive and the blocking field is high. Treated like electron removal, with a 2.8 eV valence step from nitride to oxide, this loss at the iridium balance is about 6 times the gate electron current for hole traps 1.7 eV deep, about 400 times for 1.5 eV, and negligible for 2.0 eV. The iridium level would then lie at −5.1 V for 1.7 eV, −3.8 V for 1.5 eV and −1.9 V for 1.3 eV, and in these cases hole loss rather than gate injection sets the limit. The same loss would stop the polysilicon cell without gate injection at about −4.2 to −6.3 V for depths of 1.5 to 2.0 eV. Coexisting trapped electrons and holes, which would let electron removal continue at positive net charge, have not been estimated. The remaining values are in the numerical output.

The existence of saturation needs less than these numbers do. It is enough that making the stored charge more positive reduces the channel-side current and increases gate injection, that the two become equal at some charge, and that the insulators stay intact until that charge is reached.

## Values computed for the example and the checks

```
tunnel oxide, nitride, blocking oxide (nm): 2.5 6.0 8.0
kappa oxide, nitride: 3.9 7.5; sheet depth (nm): 3.0
hole barrier oxide, nitride (eV): 4.60 1.80
trap depth, oxide/nitride step (eV): 1.70 1.05
masses e oxide, h oxide, nitride (m_e): 0.42 0.40 0.40
attempt rate (1/s): 1.0e+13; temperature (K): 300
oxide affinity, body work function (eV): 0.90 5.00
gate voltage (V): -14.0; starting shift (V): 3.0
S1/S, S2/S: 0.2981 0.7019
times of erase curves (s): 1e-05 1e-03 1e-01 1e+00 1e+01
[n+ poly] work function, gate barrier (eV): 4.05 3.15
  stack voltage (V): 13.05
  start fields tunnel, blocking (MV/cm): 11.78 8.65
  shifts on erase curve (V): 2.262 0.769 0.735 0.735 0.735
  saturated shift (V): 0.735; charge (uC/cm2): -0.265
  final fields tunnel, blocking (MV/cm): 10.12 9.35
  hole, removal, gate currents (A/cm2): 1.32e-04 1.84e-04 3.16e-04
  log slopes channel, gate (cm/MV): 1.878 3.040
  relaxation time (s): 3.66e-04; d shift/d|V_G| (V/V): 0.274
  mean trapped density (1e19 cm-3): 0.28
  supply integral / Fowler-Nordheim at 10 MV/cm: 0.9627
[Ir] work function, gate barrier (eV): 5.30 4.40
  stack voltage (V): 14.30
  start fields tunnel, blocking (MV/cm): 12.70 9.56
  shifts on erase curve (V): 1.352 -0.201 -4.875 -5.635 -5.645
  saturated shift (V): -5.645; charge (uC/cm2): 2.039
  final fields tunnel, blocking (MV/cm): 6.35 12.26
  hole, removal, gate currents (A/cm2): 4.09e-07 0.00e+00 4.09e-07
  log slopes channel, gate (cm/MV): 3.755 2.879
  relaxation time (s): 2.42e-01; d shift/d|V_G| (V/V): -0.176
  mean trapped density (1e19 cm-3): 2.12
  supply integral / Fowler-Nordheim at 10 MV/cm: 0.9767
n+ poly, gate injection off, shifts (V): 2.261 0.416 -3.656 -4.773 -5.500
saturated shift at -12 V, n+ poly and Ir (V): -0.772 -5.133
changes of saturated shift, n+ poly and Ir (V):
  300 K supply: +0.057 -0.025
  image force at gate: +0.763 +0.673
  accumulation bending: -0.083 +0.042
  hole supply x10: -0.999 -0.583
  half gate capture: -0.232 -0.185
  sheet depth 2 nm: +0.101 -0.246
  sheet depth 4 nm: -0.490 +0.261
n+ poly trap emission, tunnel and thermal (1/s): 6.93e+02 1.16e-01
blocking field / rough 10 MV/cm breakdown: 0.94 1.23
```
